The Bohr Magneton as Self-Rotation of a Positive-Energy Dirac Packet

Suppose an electron wave packet is replaced by a point of charge −e that carries only a position, a wave vector and the band energy E(k). In a magnetic field this point feels the Lorentz force, but its two spin states have the same energy. The splitting 2μ_B B, about 1.16 meV at 10 T, is missing. If instead a spin moment is added by hand to a packet whose full Dirac current has already been counted, the same moment enters twice. Both errors are avoided by calculating the magnetic moment of the circulating current inside the packet. For a packet at rest that varies little over the reduced Compton length ħ/mc, built from positive-energy states, with a definite spin direction and no orbital angular momentum in its envelope, this moment is one Bohr magneton, and it is the whole spin moment.

**The quantity and its conditions**

The free Dirac Hamiltonian is

H = cα·p + βmc²,

with e > 0 and charge −e. In two-component blocks, β is diagonal with entries 1 and −1, and α has σ in both off-diagonal blocks. The velocity operator is

v = (i/ħ)[H, r] = cα,

because [p_i, r_j] = −iħδ_ij. The charge current density is −eψ†cαψ, so the magnetic moment about the packet centre r_c = ⟨r⟩ is

M = −(e/2)⟨(r − r_c) × v⟩.  (1)

Since cα contains no momentum operator, r and v commute and their order is immaterial.

The claim is

M = −μ_B⟨σ⟩, μ_B = eħ/2m,  (2)

where σ acts on the rest-frame spin label of the packet. A pure spin state has |⟨σ⟩| = 1, hence one Bohr magneton, directed against the spin because the charge is negative. Four conditions are assumed: only positive energies occur; the mean wave vector is zero; all important wave vectors are much smaller than 1/λ, where λ = ħ/mc; and the envelope carries no orbital angular momentum at any magnitude of k, as holds for a real momentum amplitude. A vanishing mean is not enough: parts with angular momenta +lħ and −lħ at different |k| leave a moment of order l(λk)²μ_B, which need not be small when l is large. The third condition requires a packet width a much larger than λ, but a large width alone is not enough. A packet that starts narrow and spreads freely becomes wide, yet it keeps its large wave vectors and its reduced moment. A packet of finite width is never a single k = 0 state, so (2) is a limit. For a Gaussian packet with a real momentum amplitude, it is the limit of large a/λ. Radiative corrections lie outside the one-particle Dirac equation and are left out.

The positive-energy spinors are needed in both derivations. Let κ = λk, γ = √(1+κ²) and E = γmc². Since H² = E² at fixed k, the vector (H+E)w obeys H(H+E)w = E(H+E)w for any w. Taking w = (χ, 0), with χ a two-component spinor, gives a vector proportional to ((γ+1)χ, κ·σ χ). Its squared length is

(γ+1)² + κ² = (γ+1)² + γ² − 1 = 2γ(γ+1).

The normalized spinor is therefore

u = N (χ, κ·σ χ/(γ+1)), N² = (γ+1)/2γ.  (3)

Two orthogonal choices of χ give u_a with a = 1, 2. The negative-energy spinors at the same k are called u_n.

**First derivation: interband velocities**

Let P and Q project on positive and negative energies. Inserting P + Q = 1 between position and velocity gives

P r × v P = PrP × PvP + PrQ × QvP.  (4)

The first term contains motion within the positive-energy band. The second contains the interband elements and defines the intrinsic moment of band theory.

For the velocity within the band, differentiate u_a†Hu_b = Eδ_ab with respect to k. The derivatives of the spinors combine to E∂(u_a†u_b) = 0, and ∂H/∂k = ħcα, so

v_ab = (1/ħ)(∂E/∂k)δ_ab = (ħk/γm)δ_ab = (cκ/γ)δ_ab.  (5)

This vanishes at k = 0. The interband elements do not: there the positive states have only upper components and the negative states only lower ones, so the matrix of v between them is cσ.

The interband position elements follow from the same velocities. Position acts on momentum amplitudes as i∂_k, and its derivative of the spinor gives r_na = iu_n†∂_k u_a. Differentiate Hu_a = Eu_a and multiply from the left by u_n†. With u_n†H = −Eu_n† and u_n†u_a = 0,

ħv_na − E u_n†∂_k u_a = E u_n†∂_k u_a.

Thus u_n†∂_k u_a = ħv_na/2E, and

r_na = iħv_na/2E, r_an = −iħv_an/2E.  (6)

The second relation is the Hermitian conjugate of the first. Putting it into the interband part of (1) gives

m_ab = −(e/2) Σ_n r_an × v_nb = (ieħ/4E) Σ_n v_an × v_nb.  (7)

This is the band-theory formula. It can also be written with derivatives of the spinors. Replace r_an by −i(∂_k u_a)†u_n and v_nb by (2E/ħ)u_n†∂_k u_b, and note that H − E equals −2E on negative states and zero on positive ones:

m_ab = −(ie/2ħ)⟨∂_k u_a| × (H − E)|∂_k u_b⟩.

At rest, E = mc² and the velocity elements are cσ. The z component of σ × σ is σ_xσ_y − σ_yσ_x = 2iσ_z, and the others follow cyclically. Hence

m(0) = (ieħ/4mc²) c² (2iσ) = −(eħ/2m)σ = −μ_Bσ.  (8)

The factor c² cancels. The large gap 2mc² makes the interband position elements small, of size λ/2, but they multiply velocity elements of size c. The product λc = ħ/m is independent of c, so the moment survives even though the band mixing is weak.

**The moment of a moving packet**

The sum in (7) can be done at any k. Extend it to all four states and subtract the positive ones. The subtracted part is v_g × v_g = 0, where v_g is the common band velocity in (5). What remains is c²u_a†(α×α)u_b. Because α_xα_y = iΣ_z, with Σ having σ in both diagonal blocks, α × α = 2iΣ. Therefore

m_ab = (ieħ/4E)(2ic²) u_a†Σu_b = −(μ_B/γ) u_a†Σu_b.

With (3), the remaining matrix element is

u†Σu → N²[σ + (κ·σ)σ(κ·σ)/(γ+1)²].

The anticommutator gives (κ·σ)σ_i = 2κ_i − σ_i(κ·σ). Multiplying by κ·σ on the right gives (κ·σ)σ(κ·σ) = 2κ(κ·σ) − κ²σ. Using κ² = (γ−1)(γ+1), the matrix becomes

(1/2γ)[(γ+1)σ − (γ−1)σ + 2κ(κ·σ)/(γ+1)] = (1/γ)[σ + κ(κ·σ)/(γ+1)].

The intrinsic moment is

m(k) = −(μ_B/γ²)[σ + κ(κ·σ)/(γ+1)].  (9)

For a spin component along k the bracket contributes 1 + (γ−1) = γ, so the moment is reduced by 1/γ. Across k it is reduced by 1/γ². The value of one Bohr magneton therefore belongs to a packet at rest.

**What the envelope adds at finite width**

The first term of (4) must still be examined. Within the band, position is i∂_k + A, where A_ab = iu_a†∂_k u_b is the Berry connection. Write the momentum amplitude as w(k)χ with w real and χ constant. The i∂_k part then involves w∂_j w = ½∂_j(w²). Integration by parts moves the derivative to the band velocity, and the cross product leaves its curl. This is zero because the velocity is a gradient. A complex w can carry orbital angular momentum and then gives a further term, which the second derivation identifies.

To find A, differentiate (3). Derivatives of the real scalar factors, together with the real part of the remaining term, add up to ½∂(u†u) = 0. The imaginary part comes from

(κ·σ)σ_i = κ_i + i(σ×κ)_i.

Multiplying by i, by λ from ∂κ/∂k, and by N²/(γ+1)² = 1/[2γ(γ+1)] gives

A = λ(κ×σ)/[2γ(γ+1)].  (10)

For an isotropic packet at rest A averages to zero, so r_c = 0. Its cross product with the velocity does not average to zero. Since (κ×σ)×κ = κ²σ − κ(κ·σ) and eλc/2 = μ_B,

−(e/2)A × v_g = −μ_B[κ²σ − κ(κ·σ)]/[2γ²(γ+1)].

An isotropic average replaces κ(κ·σ) by κ²σ/3. The intraband and interband coefficients of −μ_B⟨σ⟩ are then

intraband: ⟨(γ−1)/(3γ²)⟩, interband: ⟨(γ+2)/(3γ²)⟩,

where the second comes from (9). Their sum is

M = −μ_B⟨σ⟩⟨(2γ+1)/(3γ²)⟩.  (11)

For small κ, γ ≈ 1 + κ²/2, so the average is 1 − 2⟨κ²⟩/3. Take the Gaussian amplitude w ∝ exp(−a²k²). Its momentum density exp(−2a²k²) has variance 1/(4a²) in each direction, so ⟨κ²⟩ = 3λ²/(4a²) and

M ≈ −μ_B⟨σ⟩[1 − λ²/(2a²)].  (12)

For isotropic packets with a real momentum amplitude, (11) proves (2) in the limit of small κ. For the Gaussian, (12) supplies the leading correction.

**Second derivation: the current in real space**

The same result follows without a sum over negative-energy states, from the current of a slow packet. To first order in κ, (3) fixes the lower component as κ·σ/2 times the upper one. In real space k becomes −i∇. With upper component φ(r), the lower component is

η = −i(λ/2)σ·∇φ.  (13)

Corrections to this relation and to the normalization are of relative order κ². The probability current is

J = cψ†αψ = c(φ†ση + η†σφ).

Insert (13) and use σ_iσ_j = δ_ij + iε_ijl σ_l. Since cλ/2 = ħ/2m,

J_i = (ħ/2m)[−iφ†∂_iφ + ε_ijl φ†σ_l∂_jφ + c.c.].

The first term and its conjugate give 2 Im(φ†∂_iφ). The second and its conjugate form the derivative of a product. With the spin density s = φ†σφ,

J = (ħ/m) Im(φ†∇φ) + (ħ/2m)∇×s.  (14)

The first part is the flow due to phase gradients of the envelope. The second exists even for a real envelope: it is a circulation produced by the decrease of the spin density towards the edge of the packet.

For the moment of this circulation, expand the double cross product:

[r×(∇×s)]_i = r_j∂_i s_j − r_j∂_j s_i.

Integrate by parts, with s vanishing at large distance. The first term gives −∫s_i d³r. The second gives +3∫s_i d³r, because ∂_j r_j = 3. Hence

∫r×(∇×s) d³r = 2∫s d³r = 2⟨σ⟩.

Moving the origin to r_c changes nothing, since the integral of ∇×s vanishes. The circulation moment is

−(e/2)(ħ/2m)·2⟨σ⟩ = −μ_B⟨σ⟩.

The phase-gradient flow contributes −(e/2m)L, where L = ⟨(r−r_c)×p⟩ is the orbital angular momentum of the envelope. The full leading result is

M = −(e/2m)L − μ_B⟨σ⟩ = −(e/2m)(L + 2S), S = ħ⟨σ⟩/2.  (15)

With L = 0 this is (2), provided the corrections to the orbital term, of order κ² times the angular momenta present in the envelope, are also negligible. The factor 2 before S is the gyromagnetic factor g = 2. No additional spin moment is involved. The integral of r×(∇×s) gives 2 for any localized spin density and only cancels the ½ in (1); a current (għ/4m)∇×s would give −(e/2m)gS for any g. The value g = 2 is fixed by the coefficient ħ/2m of ∇×s in (14), which follows from the relation (13) between lower and upper components.

A Gaussian shows how slow the rotation can be. Let s = ρẑ with ρ ∝ exp(−r²/2a²). Then ∇×s = ∇ρ×ẑ = (ρ/a²)ẑ×r, and (14) gives the flow velocity

J/ρ = (ħ/2ma²)ẑ×r.  (16)

At distance a from the axis, in the plane through the centre, the speed is ħ/(2ma) = cλ/(2a). Making the packet wider lowers this speed and lengthens the lever arm in the same proportion. Directly from (16),

M_z = −(e/2)(ħ/2ma²)⟨x²+y²⟩ = −(e/2)(ħ/2ma²)(2a²) = −μ_B.

Equation (16) is a rigid rotation, so its speed grows with distance from the axis and would reach c at 2a²/λ, where the slow-packet approximation no longer holds. The Gaussian density there is smaller than at the centre by exp(−2a²/λ²). The region within a few a of the centre, which carries the moment, circulates at speeds of order cλ/a, far below c for a wide packet.

**What each derivation assumes**

Both derivations use positive-energy confinement, but in different forms. In the first, P stands on both sides of the moment operator, while Q appears only between r and v. These intermediate negative-energy states are a way of expanding an operator product; they are not occupied. In the second, confinement is the relation (13) between lower and upper components.

The first derivation treats the moment as a local property of the band. Formula (9) holds at any speed, but to represent the self-rotation of a whole packet it requires a narrow spread in k and an envelope without its own circulation. The second assumes that all important momenta are small compared with mc. In return it allows any smooth envelope, including one with orbital motion or a spin direction that varies in space. They meet for a packet at rest with L = 0 and momenta much smaller than mc.

What happens when confinement is dropped can be worked out. Start with ψ = (φ, 0), where φ is a real envelope times a constant spinor. Its negative-energy weight is ⟨(1−1/γ)/2⟩ ≈ ⟨κ²⟩/4, which tends to zero as the important momenta become small compared with mc. Yet α connects upper with lower components, so the initial current and moment are zero.

The evolution operator is cos(Et/ħ) − i sin(Et/ħ)H/E. With τ = mc²t/ħ and κ small, the upper amplitude becomes e^(−iτ)χ and the lower one −i sin τ κ·σ χ. Compared with the confined packet, the lower amplitude carries the factor

−2i sin τ e^(iτ) = (1 − cos 2τ) − i sin 2τ.

The real part multiplies the circulation found above. The imaginary part gives a current proportional to ∇ρ for this envelope, and ∫r×∇ρ d³r = 0. Thus

M(t) ≈ −μ_B⟨σ⟩[1 − cos(2mc²t/ħ)],  (17)

for times at which the spread of E over the packet has not yet spoiled the common phase. A small negative-energy weight can change the moment by its full size because the moment depends on the interference amplitude, not on the weight alone.

A confined packet has no such oscillation. Its amplitudes acquire the phase e^(−iEt/ħ), which adds v_g t to the position within the band. Its contribution v_g t × v_g vanishes.

**Energy in a magnetic field**

The sign and size of the moment can be checked through an energy. For a uniform field B, choose the vector potential ½B×(r−r_c). For charge −e, p is replaced by p + e times this potential, and the change of H is

(ec/2)α·[B×(r−r_c)] = (e/2)B·[(r−r_c)×v].

By (1), its expectation value is −M·B. The spin part is μ_B B·⟨σ⟩, so spin up and spin down differ by 2μ_B B.

The Dirac levels confirm this. Let π be the momentum including the vector potential. With B along z, [π_x, π_y] = −iħeB, hence (σ·π)² = π² + ħeBσ_z. For no motion along z, d = (π_x − iπ_y)/√(2ħeB) obeys [d, d†] = 1, and π² = ħeB(2d†d + 1), so the lowest orbital value of π² is ħeB. Since H² = m²c⁴ + c²(σ·π)², the two energies are

E_up = mc²√(1+2b), E_down = mc², b = ħeB/(mc)².

Because 2μ_B B = bmc², their difference divided by 2μ_B B is [√(1+2b) − 1]/b ≈ 1 − b/2. At b = 0.001 this is 0.9995, in agreement with numerical diagonalization. For the lowest level, which corresponds to a packet at rest, the moment gives the splitting to first order in B. For a moving electron in orbital level n with wave vector k_z along the field, the same H² gives E = mc²√(1 + κ_z² + b(2n+1) ± b), and the splitting at fixed n is 2μ_B B/γ to first order. This agrees with (9) for motion along B, but for motion across B it is not the factor 1/γ² of (9), so the self-rotation moment alone does not give the splitting there.

**A free electron in numbers**

For an electron λ = 0.3862 pm, so a packet with a = 10λ has a width of 3.862 pm. Formula (12) predicts

M_z/μ_B = −[1 − 1/(2·10²)] = −0.9950

for spin up. Integrating the current of a three-dimensional packet in real space gives −0.99505. The interband part is −0.99382 and the intraband part −0.00123; their sum reproduces the direct value. The flow speed at r = a is 0.0496c, against the leading estimate 1/(2·10) = 0.0500 in units of c.

The approach to one Bohr magneton is visible when the width changes. The direct moments for a = 1λ, 2λ and 5λ are −0.7328, −0.8999 and −0.9808 μ_B. At a = λ the leading estimate is −0.5000 μ_B and is no longer useful, whereas (11) still agrees with direct integration. The leading estimate fails because κ is not small in so narrow a packet.

For motion, take κ = (0.6, 0, 0.8), so γ² = 2, and χ = (cos 0.4, e^(0.3i) sin 0.4). The y component of (9) has no term along κ and is

m_y = −½ sin 0.8 sin 0.3 μ_B = −0.106 μ_B.

The full band vector is (−0.4630, −0.1060, −0.5088) μ_B. A packet with a = 20λ gives (−0.4629, −0.1060, −0.5086) μ_B. Between a = 10λ and 20λ the length of the difference vector falls from 1.143×10⁻³ to 2.86×10⁻⁴ μ_B, a factor of 4.00, as expected for a correction proportional to 1/a².

The orbital condition is equally visible. The envelope w ∝ (k_x + ik_y)exp(−a²k²) has L_z = ħ. Equation (15) then predicts −2μ_B for spin up and zero for spin down. At a = 10λ the direct values are −1.985 and −0.002 μ_B, the differences being finite-width corrections.

Finally, the unconfined packet with a = 10λ has a negative-energy weight of 0.00186, close to the leading value 3/(16·10²) = 0.00188. Its moment is 0 at the start, −0.998 μ_B at τ = π/4 and −1.985 μ_B at τ = π/2, following (17). The confined packet still has −0.99505 μ_B at the last of these times. The numerical output lists these values.

Computed values

```
reduced Compton length lambda = 0.386159 pm
energy gap at rest 2 m c^2 = 1.021998 MeV
Bohr magneton e hbar/(2m) = 9.274010e-24 J/T
interband speed at rest = 1.000000 c
largest intraband speed at rest = 0.000000 c
band moment at rest, spin up, z = -1.000000 mu_B
packets at rest, spin up, z moments in mu_B:
 a = 1 lambda: direct -0.732765, interband -0.680906, intraband -0.051859
   leading estimate -(1 - lambda^2/(2a^2)) = -0.500000 mu_B
 a = 2 lambda: direct -0.899893, interband -0.877070, intraband -0.022823
   leading estimate -(1 - lambda^2/(2a^2)) = -0.875000 mu_B
 a = 5 lambda: direct -0.980823, interband -0.976113, intraband -0.004710
   leading estimate -(1 - lambda^2/(2a^2)) = -0.980000 mu_B
 a = 10 lambda: direct -0.995054, interband -0.993823, intraband -0.001231
   leading estimate -(1 - lambda^2/(2a^2)) = -0.995000 mu_B
width 10 lambda = 3.8616 pm
flow speed at r = a = 10 lambda: 0.049632 c
  estimate hbar/(2 m a) = 0.050000 c
moving packet: k lambda = [0.6 0.  0.8], gamma = 1.414214
  spinor: (cos 0.4, exp(0.3i) sin 0.4)
  band moment x,y,z = [-0.46301 -0.106   -0.50883] mu_B
  packet a = 20 lambda = [-0.46285 -0.10601 -0.5086 ] mu_B
  deviation, a = 10 lambda: 1.143e-03 mu_B
  deviation, a = 20 lambda: 2.860e-04 mu_B
vortex envelope, a = 10 lambda, spin up: -1.98521 mu_B
vortex envelope, a = 10 lambda, spin down: -0.00245 mu_B
upper components only, a = 10 lambda:
  negative-energy weight = 0.001858
  t = 0.0000 hbar/(m c^2): moment = 0.00000 mu_B
  t = 0.7854 hbar/(m c^2): moment = -0.99839 mu_B
  t = 1.5708 hbar/(m c^2): moment = -1.98507 mu_B
confined packet at the last time: -0.995054 mu_B
field parameter hbar e B/(m c)^2 = 0.0010
  Dirac spin splitting / (2 mu_B B) = 0.999500
2 mu_B B at B = 10 T: 1.157676 meV
```
